# The ground level of \(f^n\) between LS and jj coupling, part 1

(Sections cited here and not found follow in the second part.)

**Setting.** A free ion has \(n\) electrons in one \(f\) shell (\(l=3\)), all with the same radial function \(P(r)\), \(\int P^2dr=1\). There is no crystal field and no mixing with other configurations. In Gaussian units
\[ H=V+\zeta W,\qquad V=\sum_{i<j}\frac{e^2}{r_{ij}},\qquad W=\frac1{\hbar^2}\sum_i \mathbf l_i\cdot\mathbf s_i,\qquad \zeta=\frac{\hbar^2}{2m^2c^2}\int P^2\,\frac1r\frac{dU}{dr}\,dr , \]
where \(U\) is the central potential energy and \(\zeta>0\). From here on angular momenta are measured in units of \(\hbar\). The Slater integrals are \(F^k=e^2\iint P^2(r)P^2(r')\,r_<^k/r_>^{k+1}\,dr\,dr'\). Write \(x=\zeta/F^2\), where the 2 is the index \(k\); \(w=\langle W\rangle\) in the ground level; \(n_5,n_7\) for the numbers of electrons with \(j=5/2,7/2\).

**Data.** With \(C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}\),
\[ c^k(m,m')=\langle 3m|C^k_{m-m'}|3m'\rangle=(-1)^m\,7\begin{pmatrix}3&k&3\\0&0&0\end{pmatrix}\begin{pmatrix}3&k&3\\-m&m-m'&m'\end{pmatrix}. \]
The squares of the first symbol are \(4/105,\ 2/77,\ 100/3003\) for \(k=2,4,6\), so \(\mathcal C_k\equiv49\,(\cdots)^2=28/15,\ 14/11,\ 700/429\). The terms of \(f^2\) have \(E_L=\sum_kF^k\mathcal C_k(-1)^L\{3\,3\,L;3\,3\,k\}\). With \(F_2=F^2/225\), \(F_4=F^4/1089\), \(F_6=25F^6/184041\) and \(F^0\) omitted, the coefficients of \((F_2,F_4,F_6)\) are \({}^3H:(-25,-51,-13)\), \({}^3F:(-10,-33,-286)\), \({}^1G:(-30,97,78)\), \({}^1I:(25,9,1)\). The numbers quoted in the answers come from the numerical check.

## Part (a)

*Express \(n_5\) and \(n_7\) through \(n\) and \(w\). Give the matrix elements of \(V\), say on which parameters \(w\) depends, and fix the Slater ratios with a hydrogenic \(4f\) orbital.*

**Answer.** For one electron \(\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-12-\tfrac34]\). For \(j=7/2\) this is \(\tfrac12(15.75-12.75)=\tfrac32\), for \(j=5/2\) it is \(\tfrac12(8.75-12.75)=-2\). Summing over electrons gives two operator identities, \(W=\tfrac32\hat n_7-2\hat n_5\) and \(n=\hat n_5+\hat n_7\). Inserting \(\hat n_7=n-\hat n_5\) gives \(W=\tfrac32n-\tfrac72\hat n_5\), so
\[ n_5=\frac{3n-2w}{7},\qquad n_7=n-n_5=\frac{4n+2w}{7}. \tag{1} \]
Equation (1) holds in every state of \(f^n\), so one function \(w\) answers the whole question. The program builds \(\hat n_5\) from Clebsch–Gordan coefficients and \(W\) from ladder operators and tests (1) as a matrix identity.

The multipole expansion \(1/r_{12}=\sum_k (r_<^k/r_>^{k+1})\sum_q C^k_q(1)\,C^{k*}_q(2)\) separates radial and angular integrals. Electron 1 gives \(c^k(m_a,m_c)\). Electron 2 gives \(\langle m_b|C^{k*}_q|m_d\rangle=\langle m_d|C^k_q|m_b\rangle^*=c^k(m_d,m_b)\), which is real. Hence
\[ \langle ab|V|cd\rangle=\delta_{s_as_c}\delta_{s_bs_d}\,\delta_{m_a+m_b,\,m_c+m_d}\sum_{k}c^k(m_a,m_c)\,c^k(m_d,m_b)\,F^k . \tag{2} \]
Parity and the triangle rule leave \(k=0,2,4,6\). The \(k=0\) term is the constant \(F^0n(n-1)/2\) and is dropped. Dividing \(H\) by \(F^2\) leaves the eigenvectors unchanged, so \(w\) depends on \(x\), \(F^4/F^2\) and \(F^6/F^2\). It is a function of \(x\) alone only after the two ratios are fixed.

For hydrogenic \(4f\), \(P\propto r^4e^{-Zr/4a_0}\) with \(a_0=\hbar^2/me^2\). In the variable \(u=Zr/2a_0\) the normalized density is \(u^8e^{-u}/8!\), and \(F^k=I_k\,Ze^2/2a_0\) with
\[ I_k=\frac{2}{(8!)^2}\int_0^\infty u^{7-k}e^{-u}\int_0^u v^{8+k}e^{-v}\,dv\,du . \]
The factor 2 counts the two orderings of \(r,r'\). The inner integral is \((8+k)!\,[1-e^{-u}\sum_{j=0}^{8+k}u^j/j!]\), and \(\int_0^\infty u^pe^{-2u}du=p!/2^{p+1}\), so
\[ I_k=\frac{2\,(8+k)!}{(8!)^2}\Big[(7-k)!-\sum_{j=0}^{8+k}\frac{(7-k+j)!}{j!\,2^{\,8-k+j}}\Big]. \]
This gives \(I_2=0.056280\), \(I_4=0.037604\), \(I_6=0.027821\), so \(F^4/F^2=0.66815\) and \(F^6/F^2=0.49432\), independent of \(Z\). These ratios are used throughout. \(H\) commutes with \(\mathbf J\), so it is enough to set it up among the determinants with \(M_J=0\) or \(1/2\), where each level appears once, and to split it by \(J\). The largest block that holds a ground level has dimension 50 (\(f^7\), \(J=7/2\)).

## Part (b)

*How does \(w\) vary with \(\zeta\) at fixed \(F^k\)? Treat level crossings, and relate \(w\) to the ground energy \(E_0(\zeta)\).*

**Answer.** Let \(\zeta_2>\zeta_1\), with ground states having expectation values \((V_1,w_1)\) and \((V_2,w_2)\). Each state is a trial state for the other Hamiltonian:
\[ V_1+\zeta_1w_1\le V_2+\zeta_1w_2,\qquad V_2+\zeta_2w_2\le V_1+\zeta_2w_1 . \]
Adding the two lines cancels \(V_1\) and \(V_2\) and leaves \((\zeta_2-\zeta_1)(w_2-w_1)\le0\). So \(w\) never rises and, by (1), \(n_5\) never falls. Continuity was not used, so at a crossing \(w\) can only jump down. Since \(w\) cannot lie below the lowest eigenvalue \(w_{jj}\) of \(W\), and cannot exceed its value \(w_{LS}\) at \(\zeta\to0^+\),
\[ w_{jj}\le w(\zeta)\le w_{LS}. \tag{3} \]
Away from a crossing, differentiate \(E_0=\langle\psi|H|\psi\rangle\). The terms with \(\partial_\zeta\psi\) add up to \(E_0\,\partial_\zeta\langle\psi|\psi\rangle=0\), which leaves the Hellmann–Feynman relation
\[ w=dE_0/d\zeta . \tag{4} \]

## Part (c)

*Assume that the Hund term (largest \(S\), then largest \(L\)) is the lowest term of \(V\). Find \(J\), \(w_{LS}\) and the slope of \(w\) at \(x\to0^+\) for each \(n\). Is the assumption general?*

**Answer.** For \(n\le7\) all spins are up and the orbitals \(m=3,2,\dots\) are filled in turn, so \(S=n/2\) and \(L=3n-n(n-1)/2=n(7-n)/2\). For \(n>7\) the seven up electrons give \(\sum m=0\) and the \(n-7\) down electrons give \(L=(n-7)(14-n)/2\), with \(S=(14-n)/2\). In both cases the state \(M_L=L\), \(M_S=S\) is this single determinant.

To first order, \(\zeta W\) is diagonalized inside the term. Each \(\sum_il_{i\alpha}s_{i\beta}\) is a vector in orbital space and a vector in spin space. The Wigner–Eckart theorem applied in each space makes it proportional to \(L_\alpha S_\beta\) inside the term, with one constant, so \(W\to\mu\,\mathbf L\cdot\mathbf S\). The stretched determinant fixes \(\mu\). There \(\langle\mathbf L\cdot\mathbf S\rangle=LS\), because \(L_\pm S_\mp\) changes \(M_L\). Likewise in \(\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+)\) only \(l_zs_z\) has a diagonal element, so \(\langle W\rangle=\sum m_lm_s=+L/2\) for \(n<7\) and \(-L/2\) for \(n>7\). Thus \(\mu=\pm1/2S\).

Use \(\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-L(L+1)-S(S+1)]\). For \(n<7\), \(\mu>0\) and the smallest \(J\) is lowest. Here \(L\ge S\), since \(7-n\ge1\), so \(J=L-S\), and \((L-S)(L-S+1)=L^2-2LS+S^2+L-S\) gives \(\mathbf L\cdot\mathbf S=\tfrac12(-2LS-2S)=-S(L+1)\). For \(n>7\), \(\mu<0\), \(J=L+S\) and \(\mathbf L\cdot\mathbf S=LS\). For \(n=7\), \(L=0\). Therefore
\[ w_{LS}=-\tfrac12(L+1)\ \ (n<7),\qquad 0\ \ (n=7),\qquad -\tfrac12L\ \ (n>7). \tag{5} \]

\(W\) connects only states of equal \(J\) and \(M_J\), and the Hund term supplies one such state \(|0\rangle\). Non-degenerate perturbation theory in that block gives \(E_0=E^{(0)}_0+\zeta w_{LS}-\zeta^2\sum_{m}|W_{m0}|^2/(E^{(0)}_m-E^{(0)}_0)+O(\zeta^3)\), where \(m\) runs over the other terms. By (4),
\[ w=w_{LS}+a_nx+O(x^2),\qquad a_n=-2F^2\sum_{m\ne0}\frac{|\langle m|W|0\rangle|^2}{E^{(0)}_m-E^{(0)}_0}\le0 . \tag{6} \]
The program tests \(a_n\) against finite differences of the exact \(w\).

The assumption is not a theorem. In \(f^2\), \(E({}^1G)-E({}^3H)=-5F_2+148F_4+91F_6\), so with \(F^2\) alone the singlet would be lower. For the hydrogenic ratios the program tests that the lowest eigenstate of \(V\) has the Hund \(L\) and \(S\) for every \(n\).

## Part (d)

*Evaluate \(a_7\) in closed form. Relate \(f^{14-n}\) to \(f^n\) and say what follows for \(f^7\).*

**Answer.** Let \(|\Phi\rangle\) be the determinant with seven up spins, \({}^8S_{7/2}\), \(M_J=7/2\). On it \(\sum l_zs_z\) gives \(\tfrac12\sum m=0\) and \(s_+\) gives zero, so
\[ W|\Phi\rangle=\tfrac12\sum_m\sqrt{12-m(m+1)}\;c^\dagger_{m+1\downarrow}c_{m\uparrow}|\Phi\rangle,\qquad \|W\Phi\|^2=\tfrac14\Big(84-\sum m^2-\sum m\Big)=\tfrac14(84-28)=14 . \]
(The term \(m=3\) vanishes, so the sum may run over all seven \(m\).) The 49 determinants with \(M_S=5/2\) are a down electron and an up hole, each with \(l=3\), and contain \(L=0,\dots,6\) once each. The \(L=0\) state is \(S_-|\Phi\rangle\); the rest are sextets. \(W|\Phi\rangle\) is an orbital vector operator acting on an \(L=0\) state and has \(M_L=1\), so it has \(L=1\). It is the only \({}^6P\) term, hence an eigenstate of \(V\), and the sum (6) has a single term.

For its energy take the \(M_L=0\) partner, made with \(l_z\) in place of \(l_+\): \(|P\rangle=\sum_mm\,|m\rangle\), \(|m\rangle=c^\dagger_{m\downarrow}c_{m\uparrow}|\Phi\rangle\), norm squared \(28\). Let \(K_{mm'}=\langle m'm|V|mm'\rangle=\sum_kc^k(m',m)^2F^k\), from (2). In \(|m\rangle\) each orbital is still singly occupied, so the direct integrals equal those of \(\Phi\), but the exchange terms \(-K_{mm'}\) between the flipped electron and the other six are lost: the diagonal element relative to \(\Phi\) is \(\sum_{m'\ne m}K_{mm'}\). The part of \(V=\tfrac12\sum\langle ab|V|cd\rangle c_a^\dagger c_b^\dagger c_dc_c\) that takes \(|m\rangle\) to \(|m'\rangle\) consists of two equal terms, which cancel the \(\tfrac12\):
\[ K_{mm'}\,c^\dagger_{m'\downarrow}c^\dagger_{m\uparrow}c_{m'\uparrow}c_{m\downarrow}=-K_{mm'}\,(c^\dagger_{m'\downarrow}c_{m'\uparrow})(c^\dagger_{m\uparrow}c_{m\downarrow}). \]
The sign comes from exchanging the two middle operators. The right bracket returns \(|m\rangle\) to \(|\Phi\rangle\), so the element is \(-K_{mm'}\). With \(K\) symmetric,
\[ \Delta_P=\frac1{28}\sum_{m\ne m'}(m^2-mm')K_{mm'}=\frac1{56}\sum_{mm'}(m-m')^2K_{mm'} . \]
At fixed \(q=m-m'\), orthogonality of the \(3j\) symbols gives \(\sum_m c^k(m,m-q)^2=\mathcal C_k/(2k+1)\), and \(\sum_{q=-k}^kq^2=k(k+1)(2k+1)/3\). Hence
\[ \Delta_P=\sum_k\frac{k(k+1)}{168}\mathcal C_kF^k=\frac{F^2}{15}+\frac{5F^4}{33}+\frac{175F^6}{429},\qquad a_7=-\frac{2\cdot14\,F^2}{\Delta_P}. \tag{7} \]
Numerically \(\Delta_P=(0.06667+0.10123+0.20165)F^2=0.36955\,F^2\) and \(a_7=-28/0.36955=-75.77\).

For the particle–hole relation, choose real combinations \(u_{k\alpha}\) of the \(C^k_q\), restricted to the shell. They are Hermitian, even under time reversal and traceless for \(k>0\), and so is \(\mathbf l\cdot\mathbf s\). With \(T_{k\alpha}=\sum_iu_{k\alpha}(i)\),
\[ V=\tfrac12\sum_kF^k\Big[\sum_\alpha T_{k\alpha}^2-n\,\mathcal C_k/7\Big], \]
where the subtracted \(i=j\) terms are constant because \(\sum_{m'}c^k(m',m)^2=\mathcal C_k/7\) for every \(m\), again by \(3j\) orthogonality. The map \(c_a\leftrightarrow c_a^\dagger\) preserves the anticommutators and takes \(n\) to \(14-n\) electrons. It sends \(\sum o_{ab}c_a^\dagger c_b\) to \(\sum o_{ab}c_ac_b^\dagger=\operatorname{tr}o-\sum (o^T)_{ba}c^\dagger_bc_a\). For Hermitian \(o\), \(o^T=o^*\). Time reversal is a unitary matrix \(\mathcal U\) times complex conjugation, so a time-even \(o\) obeys \(\mathcal Uo^*\mathcal U^\dagger=o\). After relabelling the orbitals with \(\mathcal U\), \(T\to-T\) and \(W\to-W\). \(V\) is quadratic in \(T\) and changes by a constant. So \(E^{(14-n)}(\zeta)=E^{(n)}(-\zeta)+\text{const}\) for the whole spectrum, and (4) gives
\[ w_{14-n}(\zeta)=-w_n(-\zeta). \tag{8} \]
The program tests both statements at \(x=0.05\). For \(n=7\), \(E_0\) is even and \(w\) is odd in \(\zeta\), so the first correction to \(a_7x\) is of order \(x^3\). The third-order energy \(14\,\zeta^3\langle W\rangle_{{}^6P_{7/2}}/\Delta_P^2\) must vanish, so \(W\) has no diagonal element in \({}^6P_{7/2}\).

## Part (e)

*Find \(w_{jj}\) and the leading correction at large \(x\). Evaluate the correction for \(f^6\) through two-electron matrix elements.*

**Answer.** The lowest eigenvalue of \(W=\tfrac32n-\tfrac72\hat n_5\) has \(n_5\) as large as possible, that is \(\min(n,6)\):
\[ w_{jj}=-2n\ \ (n\le6),\qquad w_{jj}=\tfrac32n-21=-\tfrac32(14-n)\ \ (n\ge6). \tag{9} \]
Now \(V\) is the perturbation. In first order it is diagonalized inside \((5/2)^n\) or \((5/2)^6(7/2)^{n-6}\), which selects a state \(|0\rangle\) and an energy \(E^{(1)}\) independent of \(\zeta\). Being a two-body operator, \(V\) can promote \(p=1\) or 2 electrons from \(5/2\) to \(7/2\), at a cost \(7p\zeta/2\). With \(\mathcal P_p\) the projector on such states,
\[ E_0=\zeta w_{jj}+E^{(1)}-\frac{b_n(F^2)^2}{\zeta}+O(\zeta^{-2}),\qquad b_n=\sum_{p=1,2}\frac{\|\mathcal P_pV|0\rangle\|^2}{(7p/2)(F^2)^2}. \]
Differentiating, \(d(-1/\zeta)/d\zeta=+1/\zeta^2\), so
\[ w=w_{jj}+b_n/x^2+O(x^{-3}), \tag{10} \]
and by (1) the number of promoted electrons is \(2b_n/7x^2\). The departure from LS coupling is linear in \(x\), the departure from jj coupling quadratic in \(1/x\). The reason is that \(W\) has off-diagonal elements between LS terms, so it responds linearly to the admixed amplitude, while it is diagonal in the jj basis and responds only to the squared amplitude. The program tests \(b_n\) against the exact \(w\) at \(x=100\) and 200.

For \(f^6\), \(|0\rangle\) is the closed subshell \((5/2)^6\), \(J=0\). A single promotion couples a \(7/2\) electron with a \(5/2\) hole to \(J\ge1\), so \(\mathcal P_1V|0\rangle=0\). For \(p=2\) each doubly promoted determinant has the amplitude of \(V\) between a pair determinant of \((5/2)^2\) and one of \((7/2)^2\). The sum of squares over both pair spaces does not depend on the orthonormal bases, so it can be taken in the coupled bases, where \(V\) is diagonal in \(J,M\). The 15 states of \((5/2)^2\) are \(J=0,2,4\), and
\[ b_6=\frac17\sum_{J=0,2,4}(2J+1)\Big(\frac{v_J}{F^2}\Big)^2,\qquad v_J=\langle(\tfrac72)^2J|V|(\tfrac52)^2J\rangle . \]
The standard formula for a scalar product of tensors in a coupled state has the phase \((-1)^{5/2+7/2+J}=+1\) and contains the reduced element \(\langle\tfrac72\|C^k\|\tfrac52\rangle\) twice. Its square is \(8\cdot6\) times a squared \(3j\) symbol, so
\[ v_J=\sum_kF^k\,48\begin{pmatrix}\frac72&k&\frac52\\ \frac12&0&-\frac12\end{pmatrix}^2\begin{Bmatrix}\frac72&\frac72&J\\ \frac52&\frac52&k\end{Bmatrix}, \]
which gives \(v_0,v_2,v_4=0.18288,\ 0.02966,\ 0.01387\) in units of \(F^2\). Then \(b_6=(0.033445+0.004399+0.001731)/7=0.005654\), equal to the value from the many-electron matrices.

The dominant element \(v_0\) can be had without \(6j\) symbols. For two electrons \(W=\tfrac12\mathbf L\cdot\mathbf S+\tfrac12(\mathbf l_1-\mathbf l_2)\cdot(\mathbf s_1-\mathbf s_2)\), as multiplying out shows. The second part is odd under exchange of spins and connects only singlets with triplets. For \(J=0\) the basis \(({}^3P_0,{}^1S_0)\) has diagonal \(\tfrac12(-2)=-1\) and \(0\), and an off-diagonal \(y\). The eigenvalues must be \(3\) for \((7/2)^2\) and \(-4\) for \((5/2)^2\), so the determinant gives \(y^2=12\). The eigenvector \((\alpha,\beta)\) for \(-4\) obeys \(3\alpha+y\beta=0\), so \(\beta^2/\alpha^2=9/12\), \(\alpha^2=4/7\), \(\beta^2=3/7\). The other eigenvector is \((-\beta,\alpha)\), so \(v_0^2=\alpha^2\beta^2(E_S-E_P)^2\). The orbital states are \(\sum(-1)^m|m,-m\rangle\) for \(S\) and \(\sum(-1)^mm|m,-m\rangle\) for \(P\), the latter being \(l_{1z}\) applied to the former. From (2), \(\langle m',-m'|V|m,-m\rangle=\sum_k c^k(m',m)c^k(-m,-m')F^k=(-1)^{m-m'}K_{mm'}\), because \(c^k(-m,-m')=c^k(m,m')\) for even \(k\) and \(c^k(m,m')=(-1)^{m-m'}c^k(m',m)\). The phases cancel. With \(\kappa=\sum_{m'}K_{mm'}\), independent of \(m\), \(E_S=7\kappa/7=\kappa\), and \(mm'=\tfrac12[m^2+m'^2-(m-m')^2]\) gives \(E_P=\sum mm'K/28=\kappa-\Delta_P\). Thus \(v_0^2=\tfrac{12}{49}\Delta_P^2\), and \(0.4949\times0.36955=0.1829\).

We have related the occupations \(n_5,n_7\) to \(w\), shown that \(w\) never rises with \(\zeta\), and found its LS and jj limits with the leading correction to each. It remains to examine whether the ground level keeps its \(J\), to solve \(f^{12}\) exactly, and to tabulate the crossover for all \(n\) and test the estimates on a numerical example.

Numbers in the example were calculated in double precision.
